# A pinned surface Fermi level does not fix the band bending: a program that tests the result

```python
# Result under test: a surface Fermi level pinned at E_p above the valence edge
# gives the band bending B = y_bulk - E_p, where y = E_F - E_V (eV).
# B > 0 means bands bend upward toward the surface. The bending therefore
# differs between n-type and p-type silicon although E_p is the same.
# Lengths are in cm, densities in cm^-3, energies in eV, state density D in
# cm^-2 eV^-1. kind = +1 is n-type, kind = -1 is p-type.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

q = sc.e
k_ev = sc.k / sc.e
T0 = 300.0
kT = k_ev * T0
gap = 1.12
Nc, Nv = 2.8e19, 2.7e19
eps_r = 11.7
eps = eps_r * sc.epsilon_0 / 100.0      # F/cm
pin = 0.40
N0 = 1e16
names = {1: "n-type", -1: "p-type"}


def bulk_level(kind, N, T=T0, Eg=gap):
    """Closed formula for E_F - E_V in the bulk."""
    scale = (T / T0) ** 1.5
    if kind > 0:
        return Eg - k_ev * T * np.log(Nc * scale / N)
    return k_ev * T * np.log(Nv * scale / N)


def bending(kind, N, level=pin, T=T0, Eg=gap):
    return bulk_level(kind, N, T, Eg) - level


def sheet_number(B, N):
    """Depletion charge number per area, with the carrier-tail correction."""
    return np.sqrt(2 * eps * N * (abs(B) - kT) / q)


def solve_bands(net, length, D, neutral, start):
    """Poisson equation for y(x); no value of y is imposed at either end.
    Surface states at x = 0 carry charge -q D (y - neutral)."""
    m = len(net)
    h = length / (m - 1)
    box = np.full(m, h)
    box[0] = box[-1] = h / 2
    y = np.array(start, dtype=float)
    c = q / eps
    for _ in range(1000):
        n = Nc * np.exp((y - gap) / kT)
        p = Nv * np.exp(-y / kT)
        flux = np.diff(y) / h
        res = c * box * (p - n + net)
        res[:-1] += flux
        res[1:] -= flux
        res[0] -= c * D * (y[0] - neutral)
        diag = -c * box * (p + n) / kT
        diag[:-1] -= 1 / h
        diag[1:] -= 1 / h
        diag[0] -= c * D
        band = np.zeros((3, m))
        band[0, 1:] = 1 / h
        band[1] = diag
        band[2, :-1] = 1 / h
        step = solve_banded((1, 1), band, -res)
        size = np.max(np.abs(step))
        y += step * min(1.0, kT / size) if size > 0 else 0.0
        if size < 1e-9:
            return y
    raise RuntimeError("Poisson solver did not converge")


def surface_solution(kind, N, D, neutral):
    m = 4001
    debye = np.sqrt(eps * kT / (q * N))
    start = np.full(m, bulk_level(kind, N))
    return solve_bands(np.full(m, kind * N), 25 * debye, D, neutral, start)


def fermi_half(eta):
    """Normalized Fermi-Dirac integral of order one half."""
    f = lambda s: s * s / (1 + np.exp(s * s - eta))
    return 4 / np.sqrt(np.pi) * quad(f, 0, 12, epsabs=0, epsrel=1e-9)[0]


dopant_depth = 0.045


def full_bulk_level(kind, N, T=T0, Eg=gap):
    """Bulk neutrality with Fermi-Dirac carriers and dopant occupation."""
    t = k_ev * T
    scale = (T / T0) ** 1.5

    def charge(y):
        n = Nc * scale * fermi_half((y - Eg) / t)
        p = Nv * scale * fermi_half(-y / t)
        if kind > 0:
            ion = N / (1 + 2 * np.exp((y - Eg + dopant_depth) / t))
        else:
            ion = N / (1 + 4 * np.exp((dopant_depth - y) / t))
        return p - n + kind * ion
    return brentq(charge, 0.03, Eg - 0.03, xtol=1e-11)


# Bending of the solved bands against the formula, strong pinning
strong = 1e17
for kind in (1, -1):
    for N in (1e12, 1e14, 1e16, 1e17):
        for level in (0.30, 0.40, 0.70):
            y = surface_solution(kind, N, strong, level)
            assert abs((y[-1] - y[0]) - bending(kind, N, level)) < 2e-4

# Same surface carrier density on both types
ps = Nv * np.exp(-pin / kT)
ns = Nc * np.exp((pin - gap) / kT)
for kind in (1, -1):
    y = surface_solution(kind, N0, strong, pin)
    assert abs(Nv * np.exp(-y[0] / kT) / ps - 1) < 0.01
    assert abs(Nc * np.exp((y[0] - gap) / kT) / ns - 1) < 0.01

# Sign reversal within p-type on the two sides of the flat-band doping
y_light = surface_solution(-1, ps / 2, strong, pin)
y_heavy = surface_solution(-1, ps * 2, strong, pin)
assert y_light[-1] - y_light[0] > 0.01
assert y_heavy[-1] - y_heavy[0] < -0.01

# Sum rule against a separately solved p-n junction with free ends
ni = np.sqrt(Nc * Nv) * np.exp(-gap / (2 * kT))
built_in = kT * np.log(N0 * N0 / ni ** 2)
m = 4001
left = np.arange(m) < m // 2
net = np.where(left, N0, -N0)
start = np.where(left, bulk_level(1, N0), bulk_level(-1, N0))
debye0 = np.sqrt(eps * kT / (q * N0))
yj = solve_bands(net, 50 * debye0, 0.0, 0.0, start)
Bn, Bp = bending(1, N0), bending(-1, N0)
assert abs((yj[0] - yj[-1]) - built_in) < 1e-4
assert abs((yj[0] - yj[-1]) - (Bn - Bp)) < 1e-4

# Pinning level that gives equal and opposite bending
equal_pin = (bulk_level(1, N0) + bulk_level(-1, N0)) / 2
ya = surface_solution(1, N0, strong, equal_pin)
yb = surface_solution(-1, N0, strong, equal_pin)
assert abs((ya[-1] - ya[0]) + (yb[-1] - yb[0])) < 2e-4

# Surface-state charge law against occupation of states across the gap
for ef in (0.38, 0.40, 0.45):
    occ = lambda e: 1 / (1 + np.exp((e - ef) / kT))
    filled = quad(occ, 0, gap, points=[ef], epsabs=1e-11)[0]
    assert abs((filled - pin) - (ef - pin)) < 1e-6

# Space charge and shift from the neutrality level at finite state density
D0 = 1e14
for kind in (1, -1):
    y = surface_solution(kind, N0, D0, pin)
    B_solved = y[-1] - y[0]
    shift = y[0] - pin
    assert abs(D0 * abs(shift) / sheet_number(B_solved, N0) - 1) < 0.003
    predicted = kind * sheet_number(bending(kind, N0), N0) / D0
    assert abs(shift / predicted - 1) < 0.02

# Bulk formula against full statistics, at room and raised temperature
T_hot = 400.0
gap_slope = 0.3e-3
gap_hot = gap - gap_slope * (T_hot - T0)
for kind in (1, -1):
    assert abs(full_bulk_level(kind, N0) - bulk_level(kind, N0)) < 1e-3
    hot_full = full_bulk_level(kind, N0, T_hot, gap_hot)
    assert abs(hot_full - bulk_level(kind, N0, T_hot, gap_hot)) < 1e-3

# Image-force lowering against a direct search for the barrier top
field = {s: q * sheet_number(bending(s, N0), N0) / eps for s in (1, -1)}
image = {s: np.sqrt(q * field[s] / (4 * np.pi * eps)) for s in (1, -1)}
for s in (1, -1):
    drop = lambda z: (q / (16 * np.pi * eps * z * 1e-7)
                      + field[s] * z * 1e-7)
    top = minimize_scalar(drop, bounds=(0.1, 50), method="bounded")
    assert abs(top.fun / image[s] - 1) < 1e-5

# Tunnelling exponent through a parabolic barrier against quadrature
mass = 0.2
width = {s: sheet_number(bending(s, N0), N0) / N0 for s in (1, -1)}
exponent = {}
for s in (1, -1):
    height = abs(bending(s, N0)) * q
    w = width[s] / 100
    exponent[s] = w * np.sqrt(2 * mass * sc.m_e * height) / sc.hbar
    kappa = lambda u: np.sqrt(2 * mass * sc.m_e * height * (1 - u) ** 2)
    direct = 2 * w / sc.hbar * quad(lambda u: kappa(u) * 1e25, 0, 1)[0] / 1e25
    assert abs(direct / exponent[s] - 1) < 1e-6

print(f"Temperature {T0:.0f} K, kT = {kT:.5f} eV")
print(f"Silicon gap (rough) {gap:.2f} eV, relative permittivity {eps_r}")
print(f"Nc = {Nc:.2e} cm^-3, Nv = {Nv:.2e} cm^-3 (rough)")
print(f"Intrinsic density {ni:.2e} cm^-3")
print(f"Pinning level above valence edge {pin:.2f} eV")
print(f"Electron barrier {gap - pin:.2f} eV, hole barrier {pin:.2f} eV")
print(f"Doping of each sample {N0:.1e} cm^-3")
print(f"kT ln(Nc/N) = {kT*np.log(Nc/N0):.4f} eV")
print(f"kT ln(Nv/N) = {kT*np.log(Nv/N0):.4f} eV")
for s in (1, -1):
    B = bending(s, N0)
    print(f"{names[s]}: bulk E_F - E_V = {bulk_level(s, N0):.4f} eV")
    print(f"{names[s]}: bending B = {B:+.4f} eV")
    print(f"{names[s]}: charge number {sheet_number(B, N0):.3e} cm^-2")
    print(f"{names[s]}: effective width {width[s]*1e7:.1f} nm")
    print(f"{names[s]}: surface field {field[s]/1e6:.4f} MV/cm")
print(f"Ratio of bending magnitudes n/p {abs(Bn/Bp):.2f}")
print(f"B_n - B_p = {Bn-Bp:.4f} eV")
print(f"Solved p-n junction built-in energy {yj[0]-yj[-1]:.4f} eV")
print(f"Pin level for equal and opposite bending {equal_pin:.4f} eV")
wrong = bulk_level(-1, N0) - Bn
print(f"p-type surface E_F - E_V if B were B_n: {wrong:+.4f} eV")
print(f"Surface holes {ps:.2e} cm^-3, electrons {ns:.2e} cm^-3")
print(f"Flat-band acceptor doping {ps:.2e} cm^-3")
for N in (1e12, 1e14, 1e15, 1e16, 1e17):
    print(f"Doping {N:.0e} cm^-3: B_n = {bending(1, N):+.3f} eV, "
          f"B_p = {bending(-1, N):+.3f} eV")
for D in (1e12, 1e13, 1e14):
    a = surface_solution(1, N0, D, pin)
    b = surface_solution(-1, N0, D, pin)
    print(f"D = {D:.0e} cm^-2 eV^-1: surface E_F - E_V "
          f"n {a[0]:.4f} eV, p {b[0]:.4f} eV")
    print(f"  solved bending n {a[-1]-a[0]:+.4f} eV, "
          f"p {b[-1]-b[0]:+.4f} eV")
print(f"Dopant depth (rough) {dopant_depth*1e3:.0f} meV")
for N in (1e16, 1e17):
    d = [1e3 * (full_bulk_level(s, N) - bulk_level(s, N)) for s in (1, -1)]
    print(f"Full statistics at {N:.0e} cm^-3 change B by "
          f"n {d[0]:+.2f} meV, p {d[1]:+.2f} meV")
print(f"Gap at {T_hot:.0f} K (rough) {gap_hot:.2f} eV, pin level kept")
print(f"Bending at {T_hot:.0f} K: n {bending(1,N0,pin,T_hot,gap_hot):+.3f} eV,"
      f" p {bending(-1,N0,pin,T_hot,gap_hot):+.3f} eV")
print(f"Image lowering under a metal: n {image[1]*1e3:.1f} meV, "
      f"p {image[-1]*1e3:.1f} meV")
print(f"Tunnelling mass (rough) {mass} electron masses")
print(f"Tunnelling exponent: n {exponent[1]:.0f}, p {exponent[-1]:.0f}")
breakdown = 0.3
print(f"Breakdown field (rough) {breakdown} MV/cm; n-type field is "
      f"{field[1]/1e6/breakdown:.2f} of it")
print("all tests passed")
```

It prints:

```
Temperature 300 K, kT = 0.02585 eV
Silicon gap (rough) 1.12 eV, relative permittivity 11.7
Nc = 2.80e+19 cm^-3, Nv = 2.70e+19 cm^-3 (rough)
Intrinsic density 1.08e+10 cm^-3
Pinning level above valence edge 0.40 eV
Electron barrier 0.72 eV, hole barrier 0.40 eV
Doping of each sample 1.0e+16 cm^-3
kT ln(Nc/N) = 0.2052 eV
kT ln(Nv/N) = 0.2043 eV
n-type: bulk E_F - E_V = 0.9148 eV
n-type: bending B = +0.5148 eV
n-type: charge number 2.515e+11 cm^-2
n-type: effective width 251.5 nm
n-type: surface field 0.0389 MV/cm
p-type: bulk E_F - E_V = 0.2043 eV
p-type: bending B = -0.1957 eV
p-type: charge number 1.482e+11 cm^-2
p-type: effective width 148.2 nm
p-type: surface field 0.0229 MV/cm
Ratio of bending magnitudes n/p 2.63
B_n - B_p = 0.7105 eV
Solved p-n junction built-in energy 0.7105 eV
Pin level for equal and opposite bending 0.5595 eV
p-type surface E_F - E_V if B were B_n: -0.3105 eV
Surface holes 5.15e+12 cm^-3, electrons 2.25e+07 cm^-3
Flat-band acceptor doping 5.15e+12 cm^-3
Doping 1e+12 cm^-3: B_n = +0.277 eV, B_p = +0.042 eV
Doping 1e+14 cm^-3: B_n = +0.396 eV, B_p = -0.077 eV
Doping 1e+15 cm^-3: B_n = +0.455 eV, B_p = -0.136 eV
Doping 1e+16 cm^-3: B_n = +0.515 eV, B_p = -0.196 eV
Doping 1e+17 cm^-3: B_n = +0.574 eV, B_p = -0.255 eV
D = 1e+12 cm^-2 eV^-1: surface E_F - E_V n 0.5950 eV, p 0.3027 eV
  solved bending n +0.3198 eV, p -0.0985 eV
D = 1e+13 cm^-2 eV^-1: surface E_F - E_V n 0.4245 eV, p 0.3858 eV
  solved bending n +0.4903 eV, p -0.1816 eV
D = 1e+14 cm^-2 eV^-1: surface E_F - E_V n 0.4025 eV, p 0.3985 eV
  solved bending n +0.5123 eV, p -0.1943 eV
Dopant depth (rough) 45 meV
Full statistics at 1e+16 cm^-3 change B by n -0.10 meV, p +0.21 meV
Full statistics at 1e+17 cm^-3 change B by n -0.96 meV, p +1.92 meV
Gap at 400 K (rough) 1.09 eV, pin level kept
Bending at 400 K: n +0.402 eV, p -0.113 eV
Image lowering under a metal: n 21.9 meV, p 16.8 meV
Tunnelling mass (rough) 0.2 electron masses
Tunnelling exponent: n 413, p 150
Breakdown field (rough) 0.3 MV/cm; n-type field is 0.13 of it
all tests passed
```
